# Frequency and height of the dielectric loss peak of water

## The problem

Water molecules carry a permanent dipole moment, and an electric field turns them partly into its own direction. The turning takes time. When the field oscillates, the polarization lags behind it, and the lag turns electrical energy into heat. The Debye model describes this with three parameters. For liquid water near 25 °C take

- the static relative permittivity $\varepsilon_s = 78.4$,
- the relative permittivity far above the relaxation, $\varepsilon_\infty = 5.2$,
- the relaxation time $\tau = 8.3$ ps.

The model splits the polarization into two parts. One part follows the field $E$ without delay and equals $\varepsilon_0(\varepsilon_\infty-1)E$. The other part, $P$, comes from the turning of the dipoles and obeys

$$\tau\frac{dP}{dt} + P = \varepsilon_0\,\Delta\,E, \qquad \Delta = \varepsilon_s-\varepsilon_\infty .$$

Here $E$ is the macroscopic field inside the water. If it is switched off and held at zero, $P$ decays as $e^{-t/\tau}$, so $\tau$ is the decay time of the macroscopic polarization at constant field.

Fields vary in time as $e^{-i\omega t}$, and the permittivity is written $\varepsilon = \varepsilon' + i\varepsilon''$. With this sign convention a medium that absorbs has $\varepsilon''>0$.

**(a)** Find $\varepsilon'(\omega)$ and $\varepsilon''(\omega)$.

**(b)** Show that $\varepsilon''$ determines the power absorbed per unit volume.

**(c)** At which ordinary frequency $f$ is $\varepsilon''$ largest, and how large is it there? Give the formulas and the values for water.

**(d)** Between which two frequencies does $\varepsilon''$ exceed half its maximum?

## Hints

1. For (a), insert $E=\mathrm{Re}[E_0e^{-i\omega t}]$ and a $P$ of the same form. A time derivative then becomes a factor $-i\omega$. To separate real and imaginary parts, multiply numerator and denominator by the conjugate of the denominator.
2. For (b), the field does work on the polarization at the rate $E\,dP/dt$ per unit volume. Average it over one period.
3. For (c), use the dimensionless variable $x=\omega\tau$ and divide numerator and denominator of $\varepsilon''$ by $x$. The sum of a positive number and its reciprocal has a smallest value, which completing a square reveals.
4. Watch the difference between the angular frequency $\omega$ and the ordinary frequency $f=\omega/2\pi$.
5. For (d), the condition leads to a quadratic equation for $x$.

## Solution

### (a) The permittivity

Let $E=\mathrm{Re}[E_0e^{-i\omega t}]$ with real $E_0$, and $P=\mathrm{Re}[\hat P e^{-i\omega t}]$ with a complex amplitude $\hat P$. Any other solution of the relaxation equation differs from this one by a term proportional to $e^{-t/\tau}$, which dies out after a few relaxation times. In the steady state,

$$-i\omega\tau\hat P+\hat P=\varepsilon_0\Delta E_0
\quad\Longrightarrow\quad
\hat P=\frac{\varepsilon_0\Delta}{1-i\omega\tau}\,E_0 .$$

The permittivity is defined by $\hat D=\varepsilon_0\varepsilon E_0$, where the displacement is $\varepsilon_0E$ plus the whole polarization:

$$\varepsilon_0\varepsilon E_0=\varepsilon_0E_0+\varepsilon_0(\varepsilon_\infty-1)E_0+\hat P .$$

The terms $\varepsilon_0E_0$ and $-\varepsilon_0E_0$ cancel. Division by $\varepsilon_0E_0$ gives

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{\Delta}{1-i\omega\tau}.$$

With $x=\omega\tau$, the conjugate of the denominator is $1+ix$, and

$$\frac{1}{1-ix}=\frac{1+ix}{(1-ix)(1+ix)}=\frac{1+ix}{1+x^2}.$$

The real and imaginary parts are therefore

$$\varepsilon'=\varepsilon_\infty+\frac{\Delta}{1+x^2},\qquad
\varepsilon''=\frac{\Delta\,x}{1+x^2}.$$

Two limits show what this means. For $x\ll1$ the field changes slowly, the dipoles keep up, $\varepsilon'\to\varepsilon_s$, and the loss $\varepsilon''\approx\Delta x$ is small because the lag is small. For $x\gg1$ the field reverses before the dipoles have turned appreciably, $\varepsilon'\to\varepsilon_\infty$, and $\varepsilon''\approx\Delta/x$ is small because the slow polarization itself is small. The loss must have a maximum in between.

### (b) Why $\varepsilon''$ is the loss

From (a), $\hat P=\varepsilon_0E_0\left[(\varepsilon'-\varepsilon_\infty)+i\varepsilon''\right]$. Multiply by $e^{-i\omega t}=\cos\omega t-i\sin\omega t$ and take the real part. The product of $i\varepsilon''$ and $-i\sin\omega t$ is $+\varepsilon''\sin\omega t$, so

$$P=\varepsilon_0E_0\left[(\varepsilon'-\varepsilon_\infty)\cos\omega t+\varepsilon''\sin\omega t\right].$$

The cosine term is in step with the field, and the sine term lags it by a quarter period. The time derivative is

$$\frac{dP}{dt}=\varepsilon_0E_0\,\omega\left[-(\varepsilon'-\varepsilon_\infty)\sin\omega t+\varepsilon''\cos\omega t\right].$$

Multiply by $E=E_0\cos\omega t$ and average over a period. The average of $\sin\omega t\cos\omega t$ is zero and that of $\cos^2\omega t$ is $1/2$, so

$$p=\left\langle E\frac{dP}{dt}\right\rangle=\tfrac12\,\omega\,\varepsilon_0\,\varepsilon''E_0^2 .$$

The undelayed part of the polarization contributes a multiple of $E\,dE/dt=\tfrac12\,d(E^2)/dt$, whose average over a full period vanishes. In the steady state the polarization returns to the same value after each period, so no energy accumulates in it, and the net work $p$ appears as heat.

Note the factor $\omega$ in front of $\varepsilon''$. The maximum of $\varepsilon''$ and the maximum of $p$ are different questions; the second variation takes up the latter.

### (c) The maximum

For $x>0$, divide numerator and denominator of $\varepsilon''$ by $x$:

$$\varepsilon''=\frac{\Delta}{x+1/x}.$$

Since $\left(\sqrt x-1/\sqrt x\right)^2=x-2+1/x$, the denominator is

$$x+\frac1x=2+\left(\sqrt x-\frac1{\sqrt x}\right)^2\ \ge\ 2 ,$$

with equality when $\sqrt x=1/\sqrt x$, that is, at $x=1$ and nowhere else. As $\Delta>0$, the smallest denominator gives the largest loss. The derivative agrees:

$$\frac{d\varepsilon''}{dx}=\Delta\,\frac{(1+x^2)-x\cdot2x}{(1+x^2)^2}=\Delta\,\frac{1-x^2}{(1+x^2)^2},$$

which is positive below $x=1$ and negative above it. Hence $\omega_p\tau=1$, and

$$f_p=\frac{1}{2\pi\tau},\qquad \varepsilon''_{\max}=\frac{\varepsilon_s-\varepsilon_\infty}{2}.$$

The relaxation time alone fixes the position, and the two permittivities alone fix the height.

For water, the angular frequency at the peak is

$$\omega_p=\frac{1}{8.3\times10^{-12}\ \mathrm{s}}=1.205\times10^{11}\ \mathrm{rad/s}.$$

The ordinary frequency is smaller by $2\pi$:

$$f_p=\frac{1.205\times10^{11}\ \mathrm{s^{-1}}}{2\pi}=19.2\ \mathrm{GHz}.$$

Reading $1/\tau$ as an ordinary frequency would give 120 GHz, too high by the factor $2\pi$. The height is

$$\varepsilon''_{\max}=\frac{78.4-5.2}{2}=\frac{73.2}{2}=36.6 .$$

At the same frequency $\varepsilon'=\varepsilon_\infty+\Delta/2=(\varepsilon_s+\varepsilon_\infty)/2=41.8$, halfway between its two limits.

How many digits of $f_p$ deserve trust? Because $f_p\propto1/\tau$, a change of 0.1 ps in $\tau$, which is about 1.2 % of it, moves $f_p$ by the same fraction, or about 0.2 GHz. "Near 19 GHz" is thus a fair statement of the result. The height is insensitive to the exact frequency. With $x=e^u$ the denominator becomes $e^u+e^{-u}=2\cosh u$, so near the peak

$$\varepsilon''=\frac{\Delta}{2\cosh u}\approx\frac{\Delta}{2}\left(1-\frac{u^2}{2}\right).$$

A small relative detuning $u$ lowers the loss only in second order. At 19 GHz the loss is 36.598, the same as the maximum to three digits.

The result can be tested without the closed formula for $\varepsilon(\omega)$. The solution of the relaxation equation for any past field is

$$P(t)=\frac{\varepsilon_0\Delta}{\tau}\int_0^\infty e^{-s/\tau}E(t-s)\,ds ,$$

and an oscillating field turns this into

$$\varepsilon-\varepsilon_\infty=\frac{\Delta}{\tau}\int_0^\infty e^{-s/\tau}e^{i\omega s}\,ds .$$

This integral was evaluated numerically for the water parameters, and the largest imaginary part was sought between 0.2 and 2000 GHz. The search gave 19.175 GHz and 36.600, in agreement with the formulas.

### (d) The width

Half the maximum is $\Delta/4$. The condition $\Delta x/(1+x^2)=\Delta/4$ gives $4x=1+x^2$, or

$$x^2-4x+1=0\quad\Longrightarrow\quad x=2\pm\sqrt3 .$$

The product of the two roots is 1, so the half-height points lie symmetrically about the peak on a logarithmic frequency axis, as the even function $\cosh u$ requires. For water,

$$f_-=0.268\,f_p=5.14\ \mathrm{GHz},\qquad f_+=3.73\,f_p=71.6\ \mathrm{GHz}.$$

Their ratio is $(2+\sqrt3)/(2-\sqrt3)=(2+\sqrt3)^2\approx13.9$, or 1.14 decades. This width is the same for every process with a single relaxation time, since neither $\tau$ nor $\Delta$ enters the ratio.

The microwave-oven frequency, 2.45 GHz, lies outside this band. There $x=0.1278$ and

$$\varepsilon''=\frac{73.2\times0.1278}{1+0.1278^2}=9.20,$$

a quarter of the maximum, while $\varepsilon'=77.2$ is still close to the static value.

## How far the result holds for real water

The three parameters are typical of pure liquid water near room temperature. They also depend noticeably on temperature. As a rough estimate, let $\tau$ vary as $e^{E_a/k_BT}$ with $E_a\approx0.2$ eV, let $\varepsilon_s$ fall by about 0.4 per kelvin, and hold $\varepsilon_\infty$ fixed. Warming from 298 K to 308 K then moves the peak to 24.7 GHz, more than a quarter higher, and lowers it to $(73.2-4)/2=34.6$. A quoted peak frequency therefore needs a temperature beside it. Dissolved ions conduct and add $\sigma/(\varepsilon_0\omega)$ to the loss. For a rough tap-water conductivity of 0.05 S/m the peak stays at 19.15 GHz with height 36.65. For salt water of about 5 S/m, with the Debye parameters held fixed, it moves to 16.5 GHz and 41.6 (real salt water of this conductivity also has a lower $\varepsilon_s$, roughly 71, which brings the height down to about 38). The shift is downward because the added term falls with frequency, so the total loss is already decreasing at the old peak. In both cases this peak is only a local maximum, since the conduction term grows without limit as $\omega\to0$. The total loss is stationary where $x^2(1-x^2)/(1+x^2)^2=\sigma\tau/(\varepsilon_0\Delta)$. The left side never exceeds $1/8$, its value at $x^2=1/3$, so the local maximum disappears for $\sigma>\varepsilon_0\Delta/(8\tau)\approx9.8$ S/m with these parameters.

A single relaxation time is also an idealization. Suppose there is a second, faster process of strength 2 and relaxation time 1 ps (rough values), and lower $\varepsilon_\infty$ by 2 so that $\varepsilon_s$ and the main process are unchanged. The peak then lies at 19.3 GHz with height 36.8, a change of less than 1 % in each.

The model further neglects the inertia of the molecules. A free molecule with moment of inertia $I$ turns thermally in a time of order $\sqrt{I/k_BT}$. With $I\approx2\times10^{-47}$ kg m², the product $\omega_p\sqrt{I/k_BT}$ is 0.0084, so inertia is unimportant at the peak. The product reaches 1 at about 120 times the peak frequency, near 2.3 THz, but this does not mark the limit of the Debye form. For a strongly damped rotor the simplest inertial correction replaces the denominator $1-i\omega\tau$ by $1-i\omega\tau-\omega^2I/(2k_BT)$, and at that frequency the added term is only $1/2$ beside $\omega\tau\approx120$, so the loss changes by less than 0.01 %. The single Debye form fails earlier because of faster processes: the one assumed above already raises the loss by 7 % at 100 GHz and by 18 % at 300 GHz.

Finally, the response was taken as linear in the field. For a dipole moment of about $6\times10^{-30}$ C m and a field of 10 V/cm, the orientation energy is $1.5\times10^{-6}$ of $k_BT$, far from saturation.

The electrical conditions matter too. Consider a slab with the field normal to its faces and a fixed charge on the plates, so that $D$ is constant instead of $E$. Then $E=(D-P)/(\varepsilon_0\varepsilon_\infty)$, and the relaxation equation becomes

$$\tau\frac{dP}{dt}=\frac{\Delta}{\varepsilon_\infty}(D-P)-P=\frac{\Delta}{\varepsilon_\infty}D-\frac{\varepsilon_s}{\varepsilon_\infty}P .$$

The polarization now relaxes in the shorter time $\tau\,\varepsilon_\infty/\varepsilon_s$. The $\tau$ that belongs in $f_p=1/(2\pi\tau)$ is the one at constant field.

## Variation 1: the peak of the loss tangent

*At which frequency is $\tan\delta=\varepsilon''/\varepsilon'$ largest?*

Put $\varepsilon'$ over a common denominator, using $\varepsilon_\infty+\Delta=\varepsilon_s$:

$$\varepsilon'=\frac{\varepsilon_\infty(1+x^2)+\Delta}{1+x^2}=\frac{\varepsilon_s+\varepsilon_\infty x^2}{1+x^2}.$$

The factors $1+x^2$ cancel in the ratio, and division by $x$ gives

$$\tan\delta=\frac{\Delta\,x}{\varepsilon_s+\varepsilon_\infty x^2}=\frac{\Delta}{\varepsilon_s/x+\varepsilon_\infty x}.$$

Complete the square as before:

$$\frac{\varepsilon_s}{x}+\varepsilon_\infty x=2\sqrt{\varepsilon_s\varepsilon_\infty}+\left(\sqrt{\frac{\varepsilon_s}{x}}-\sqrt{\varepsilon_\infty x}\right)^2 .$$

The denominator is smallest when $\varepsilon_s/x=\varepsilon_\infty x$, so

$$x=\sqrt{\frac{\varepsilon_s}{\varepsilon_\infty}},\qquad
(\tan\delta)_{\max}=\frac{\Delta}{2\sqrt{\varepsilon_s\varepsilon_\infty}} .$$

For water $x=\sqrt{78.4/5.2}=3.88$. The maximum lies at $3.88\,f_p=74.5$ GHz and equals 1.81. At the loss peak the tangent is $36.6/41.8=0.876$, less than half of that. The tangent is still rising there, because $\varepsilon''$ is stationary at $x=1$ while $\varepsilon'$ is falling. A numerical search with the decay integral of part (c) gave the same position and height.

This maximum depends on $\varepsilon_\infty$ far more strongly than the loss peak does, because $\varepsilon_\infty$ enters through a square root in the denominator and not as a small correction to $\varepsilon_s$. Changing $\varepsilon_\infty$ by $\pm0.5$ at fixed $\varepsilon_s$ moves it between 71 GHz (height 1.72) and 78 GHz (height 1.92), while the loss peak keeps its position and changes its height by 0.7 %. The faster process assumed above would move it to 94 GHz and 2.00. It is correspondingly much less certain for real water.

## Variation 2: heating at a fixed internal field

*The field amplitude inside the water is held at $E_0=10$ V/cm while the frequency is varied. Is the heating strongest at the loss peak?*

Insert $\varepsilon''$ into the result of (b) and write $\omega=x/\tau$:

$$p=\frac12\,\frac{x}{\tau}\,\varepsilon_0\,\frac{\Delta x}{1+x^2}\,E_0^2
=\frac{\varepsilon_0\Delta E_0^2}{2\tau}\,\frac{x^2}{1+x^2}.$$

Because $x^2/(1+x^2)=1-1/(1+x^2)$ rises steadily with $x$, the heating has no peak in this model. It approaches the plateau $\varepsilon_0\Delta E_0^2/(2\tau)$, and at the loss peak it has reached half of it. Beyond $x=1$ each period delivers less heat, but the number of periods per second grows by a larger factor than that by which the heat per period falls. The two factors nearly balance only for $x\gg1$, which gives the plateau.

With $E_0=1000$ V/m, the heating at the loss peak is

$$p=\tfrac12\,(1.205\times10^{11}\ \mathrm{s^{-1}})(8.854\times10^{-12}\ \mathrm{F/m})(36.6)(10^3\ \mathrm{V/m})^2=1.95\times10^{7}\ \mathrm{W/m^3},$$

or 19.5 W/cm³. At 2.45 GHz and the same internal field it is 0.627 W/cm³, about 3 % of that value.

Direct time integration of the relaxation equation, with the work $E\,dP/dt$ averaged over a steady period, tests the frequency dependence. The ratio of the heating at $x=1$ to that at $x=50$ came out as 0.5002. The formula gives $\tfrac12(1+1/2500)=0.5002$.

Two conditions limit the use of this result. The plateau belongs to the single Debye model. Faster motions of the water molecules also absorb, and they matter well below the terahertz range: the faster process assumed earlier adds 7 % to the heating at 100 GHz, 18 % at 300 GHz and 22 % at $x=50$, about 960 GHz. And the comparison holds the field inside the water fixed. In a real heater the internal field depends on reflection at the surface and on attenuation with depth, both of which change with frequency, so the formula for $p$ alone does not select the best operating frequency.

The numerical output below lists the main values.

## Table of computed values

```
eps_s = 78.4, eps_inf = 5.2, tau = 8.3 ps
relaxation strength eps_s - eps_inf = 73.2
angular peak frequency 1/tau = 120.48 rad/ns
peak frequency, formula = 19.175 GHz
peak frequency, numerical search = 19.175 GHz
peak loss, formula = 36.600
peak loss, numerical search = 36.600
loss at exactly 19 GHz = 36.598
eps' at the peak = 41.80
half-height frequencies = 5.14 and 71.56 GHz
width at half height = 1.144 decades
loss tangent at the loss peak = 0.876
largest loss tangent = 1.813 at 74.46 GHz
omega tau at 2.45 GHz = 0.1278
eps' and eps'' at 2.45 GHz = 77.22 and 9.20
internal field amplitude = 10 V/cm
heating at the loss peak = 19.52 W/cm3
heating at 2.45 GHz = 0.627 W/cm3
heating at peak / heating at omega tau = 50: 0.5002
Neglected effects, rough inputs:
reference temperature = 298.15 K, warming = 10 K
activation energy = 0.2 eV, eps_s slope = -0.4 per K
warmer water: peak at 24.7 GHz, loss 34.6
tap water, 0.05 S/m: peak at 19.15 GHz, loss 36.65
salt water, 5.0 S/m: peak at 16.47 GHz, loss 41.64
fast process: strength 2.0, time 1.0 ps
with fast process: peak at 19.30 GHz, loss 36.84
moment of inertia = 2e-47 kg m2, dipole = 6e-30 C m
inertia: omega_p sqrt(I/kT) = 0.0084
field saturation: mu E0/kT = 1.5e-06
```
